# Liptay's Electroabsorption Line Shape for Frozen, Isotropically Oriented Molecules: a numerical check

```python
# Electroabsorption of frozen, isotropically oriented molecules.
# Result under test, for a weak local field F at angle chi to the light polarization:
#   dA = F^2 [ Z A + (B/15) E d(A/E)/dE + (C/30) E d2(A/E)/dE2 ]
#   C = |dmu|^2 [5 + P (3 cos^2 zeta - 1)],   P = 3 cos^2 chi - 1
#   B = 5/2 Tr(dalpha) + P (3/2 dalpha_m - 1/2 Tr dalpha) + B_X
# dmu, dalpha: change of dipole and polarizability on excitation;
# zeta: angle between dmu and the transition moment m; dalpha_m: element along m.
# B_X and Z arise only if the transition moment depends on the field:
#   m_j(F) = m_j + X_jk F_k + Y_jkl F_k F_l.
# Units: energy Ry, length a0, charge e; field Ry/(e a0).
import numpy as np
from scipy import constants as const
from scipy.spatial.transform import Rotation


def rotation_grid(n):
    """Product quadrature over all molecular orientations."""
    angle = 2 * np.pi * np.arange(n) / n
    x, w = np.polynomial.legendre.leggauss(n)
    a, b, c = np.meshgrid(angle, np.arccos(x), angle, indexing="ij")
    weights = np.broadcast_to(w[None, :, None], a.shape).ravel() / (2 * n * n)
    euler = np.stack([a.ravel(), b.ravel(), c.ravel()], axis=1)
    return Rotation.from_euler("ZYZ", euler).as_matrix(), weights


ROT, WEIGHT = rotation_grid(12)


def lab_vectors(chi):
    """Field and light directions seen from each molecule."""
    field_dir = ROT @ np.array([0.0, 0.0, 1.0])
    light_dir = ROT @ np.array([np.sin(chi), 0.0, np.cos(chi)])
    return field_dir, light_dir


def angle_factor(chi):
    return 3 * np.cos(chi) ** 2 - 1


def coef_C(chi, m, dmu):
    d2 = dmu @ dmu
    if d2 == 0:
        return 0.0
    cos2 = (m @ dmu) ** 2 / (d2 * (m @ m))
    return d2 * (5 + angle_factor(chi) * (3 * cos2 - 1))


def coef_B_alpha(chi, m, dalpha):
    along = m @ dalpha @ m / (m @ m)
    tr = np.trace(dalpha)
    return 2.5 * tr + angle_factor(chi) * (1.5 * along - 0.5 * tr)


def coef_B_moment(chi, m, dmu, X):
    p = angle_factor(chi)
    return ((10 - 2 * p) * (m @ X @ dmu)
            + 3 * p * (dmu @ X @ m + (m @ dmu) * np.trace(X))) / (m @ m)


def coef_Z(chi, m, X, Y):
    p = angle_factor(chi)
    part_a = np.sum(X * X) + 2 * np.einsum("i,ikk->", m, Y)
    part_b = (np.trace(X) ** 2 + np.trace(X @ X)
              + 4 * np.einsum("i,jij->", m, Y))
    return ((5 - p) / 15 * part_a + p / 10 * part_b) / (m @ m)


# ---------- model band with two vibronic peaks ----------
PEAKS = np.array([0.160, 0.172])
SHARES = np.array([0.7, 0.3])
SIGMA = 0.004


def band(E, order=0):
    """Band shape S(E) = A/E and its first two derivatives."""
    total = np.zeros_like(E)
    for peak, share in zip(PEAKS, SHARES):
        u = (E - peak) / SIGMA
        g = share * np.exp(-u * u / 2)
        total = total + g * [1.0, -u / SIGMA, (u * u - 1) / SIGMA**2][order]
    return total


def direct_signal(E, F, chi, m, dmu, dalpha):
    """Orientation average of explicitly shifted bands, minus zero field."""
    f, e = lab_vectors(chi)
    shift = (-F * (f @ dmu)
             - 0.5 * F**2 * np.einsum("ni,ij,nj->n", f, dalpha, f))
    w = WEIGHT * (e @ m) ** 2
    w = w / np.sum(w)
    return E * (w @ (band(E[None, :] - shift[:, None]) - band(E)[None, :]))


def formula_parts(E, F, chi, m, dmu, dalpha):
    first = F**2 * coef_B_alpha(chi, m, dalpha) / 15 * E * band(E, 1)
    second = F**2 * coef_C(chi, m, dmu) / 30 * E * band(E, 2)
    return first, second


def mismatch(trial, reference):
    return np.max(np.abs(trial - reference)) / np.max(np.abs(reference))


FIELD = 2e-4
ZETA = np.radians(30)
m_hat = np.array([0.0, 0.0, 1.0])
dmu = 2.0 * np.array([np.sin(ZETA), 0.0, np.cos(ZETA)])
dalpha = np.array([[60.0, 0, 20], [0, 60, 0], [20, 0, 180]])
MAGIC = np.arccos(1 / np.sqrt(3))
ANGLES = [0.0, MAGIC, np.pi / 2]
E = np.linspace(0.135, 0.197, 311)
A_max = np.max(E * band(E))

print(f"band peaks: {PEAKS[0]:.3f}, {PEAKS[1]:.3f} Ry")
print(f"peak shares: {SHARES[0]:.1f}, {SHARES[1]:.1f}")
print(f"Gaussian sigma: {SIGMA:.4f} Ry")
print(f"local field F: {FIELD:.1e} Ry/(e a0)")
print(f"|dmu|: {np.linalg.norm(dmu):.3f} e a0; zeta: {np.degrees(ZETA):.1f} deg")
print(f"dalpha xx, yy, zz, xz: {dalpha[0,0]:.0f}, {dalpha[1,1]:.0f}, "
      f"{dalpha[2,2]:.0f}, {dalpha[0,2]:.0f} e^2 a0^2/Ry (m along z)")
print(f"largest dipole shift / sigma: {FIELD*np.linalg.norm(dmu)/SIGMA:.3f}")

probe = np.array([0.156, 0.160])
print(f"A/A_max at {probe[0]:.3f}, {probe[1]:.3f} Ry: "
      + ", ".join(f"{v:.4f}" for v in probe * band(probe) / A_max))
zero_vec, zero_ten = np.zeros(3), np.zeros((3, 3))
for chi in ANGLES:
    direct = direct_signal(E, FIELD, chi, m_hat, dmu, dalpha)
    assert mismatch(sum(formula_parts(E, FIELD, chi, m_hat, dmu, dalpha)),
                    direct) < 0.01
    # each mechanism alone must give its own derivative alone
    only_dipole = direct_signal(E, FIELD, chi, m_hat, dmu, zero_ten)
    only_alpha = direct_signal(E, FIELD, chi, m_hat, zero_vec, dalpha)
    first, second = formula_parts(E, FIELD, chi, m_hat, dmu, dalpha)
    assert mismatch(second, only_dipole) < 0.01
    assert mismatch(first, only_alpha) < 0.01
    print(f"chi {np.degrees(chi):.2f} deg: "
          f"B = {coef_B_alpha(chi, m_hat, dalpha):.1f} e^2 a0^2/Ry, "
          f"C = {coef_C(chi, m_hat, dmu):.2f} e^2 a0^2")
    p1, p2 = formula_parts(probe, FIELD, chi, m_hat, dmu, dalpha)
    pd = direct_signal(probe, FIELD, chi, m_hat, dmu, dalpha)
    for k, energy in enumerate(probe):
        print(f"  {energy:.3f} Ry, 1e3 dA/A_max: 1st {1e3*p1[k]/A_max:.4f}, "
              f"2nd {1e3*p2[k]/A_max:.4f}, sum {1e3*(p1[k]+p2[k])/A_max:.4f}, "
              f"direct {1e3*pd[k]/A_max:.4f}")

# ---------- range of validity and the role of A/E ----------
errors = []
for scale in (0.5, 1.0, 10.0):
    F = scale * FIELD
    direct = direct_signal(E, F, MAGIC, m_hat, dmu, dalpha)
    errors.append(mismatch(
        sum(formula_parts(E, F, MAGIC, m_hat, dmu, dalpha)), direct))
    print(f"magic angle, field {F:.1e} Ry/(e a0): "
          f"largest error / largest signal {errors[-1]:.5f}")
assert 3.8 < errors[1] / errors[0] < 4.2  # next correction is of order F^4
assert errors[2] > 0.1

direct = direct_signal(E, FIELD, MAGIC, m_hat, dmu, dalpha)
A_first = band(E) + E * band(E, 1)
A_second = 2 * band(E, 1) + E * band(E, 2)
naive = FIELD**2 * (coef_B_alpha(MAGIC, m_hat, dalpha) / 15 * A_first
                    + coef_C(MAGIC, m_hat, dmu) / 30 * A_second)
naive_error = mismatch(naive, direct)
assert naive_error > 3 * errors[1]
print(f"same error with derivatives of A instead of A/E: {naive_error:.5f}")

# ---------- recover molecular parameters from direct spectra ----------
shapes = np.stack([E * band(E, 1) / 15, E * band(E, 2) / 30], axis=1)
norms = np.linalg.norm(shapes, axis=0)
fits = []
for chi in (MAGIC, 0.0):
    data = direct_signal(E, FIELD, chi, m_hat, dmu, dalpha) / FIELD**2
    fits.append(np.linalg.lstsq(shapes / norms, data, rcond=None)[0] / norms)
(B_magic, C_magic), (B_par, C_par) = fits
dmu_fit = np.sqrt(C_magic / 5)
cos2_fit = (1 + 2.5 * (C_par / C_magic - 1)) / 3
zeta_fit = np.degrees(np.arccos(np.sqrt(cos2_fit)))
trace_fit = B_magic / 2.5
along_fit = ((B_par - B_magic) / 2 + trace_fit / 2) / 1.5
assert abs(dmu_fit / np.linalg.norm(dmu) - 1) < 0.01
assert abs(zeta_fit - np.degrees(ZETA)) < 1
assert abs(trace_fit / np.trace(dalpha) - 1) < 0.03
assert abs(along_fit / dalpha[2, 2] - 1) < 0.05
a0 = const.physical_constants["Bohr radius"][0]
rydberg = const.physical_constants["Rydberg constant times hc in J"][0]
debye = 1e-21 / const.c
alpha_A3 = (const.e * a0)**2 / rydberg / (4 * np.pi * const.epsilon_0) * 1e30
print(f"fit at magic angle: B = {B_magic:.2f} e^2 a0^2/Ry, "
      f"C = {C_magic:.3f} e^2 a0^2")
print(f"fit at chi = 0: B = {B_par:.2f} e^2 a0^2/Ry, C = {C_par:.3f} e^2 a0^2")
print(f"recovered |dmu|: {dmu_fit:.4f} e a0 = "
      f"{dmu_fit*const.e*a0/debye:.3f} debye")
print(f"recovered zeta: {zeta_fit:.2f} deg")
print(f"recovered Tr dalpha: {trace_fit:.2f} e^2 a0^2/Ry = "
      f"{trace_fit*alpha_A3:.2f} cubic angstrom")
print(f"recovered dalpha_m: {along_fit:.2f} e^2 a0^2/Ry = "
      f"{along_fit*alpha_A3:.2f} cubic angstrom")


# ---------- microscopic models: diagonalization in the field ----------
def transition_in_field(levels, dip, fields):
    """Gap and transition moment of the lowest two states in each field."""
    H = np.diag(levels)[None] - np.einsum("nk,kij->nij", fields, dip)
    val, vec = np.linalg.eigh(H)
    ground = vec[:, :, 0] * np.sign(vec[:, 0, 0])[:, None]
    excited = vec[:, :, 1] * np.sign(vec[:, 1, 1])[:, None]
    moment = np.einsum("ni,kij,nj->nk", ground, dip, excited)
    return val[:, 1] - val[:, 0], moment


def measured_coefficients(levels, dip, chi, F=1e-5):
    """Z, B, C from intensity-weighted moments of the field-shifted lines."""
    f, e = lab_vectors(chi)
    gap, moment = transition_in_field(levels, dip, F * f)
    shift = gap - (levels[1] - levels[0])
    strength = np.sum(moment * e, axis=1) ** 2
    base = WEIGHT @ (e @ dip[:, 0, 1]) ** 2
    Z = (WEIGHT @ strength / base - 1) / F**2
    B = -15 * (WEIGHT @ (strength * shift)) / base / F**2
    C = 15 * (WEIGHT @ (strength * shift**2)) / base / F**2
    return Z, B, C


def sum_over_states(levels, dip):
    """m, dmu, dalpha and X from zero-field states."""
    n = len(levels)

    def polarizability(s):
        return sum(2 * np.outer(dip[:, s, k], dip[:, s, k])
                   / (levels[k] - levels[s]) for k in range(n) if k != s)

    X = sum(np.outer(dip[:, k, 1], dip[:, k, 0]) / (levels[k] - levels[0])
            for k in range(n) if k != 0)
    X = X + sum(np.outer(dip[:, 0, k], dip[:, k, 1]) / (levels[k] - levels[1])
                for k in range(n) if k != 1)
    return (dip[:, 0, 1], dip[:, 1, 1] - dip[:, 0, 0],
            polarizability(1) - polarizability(0), X)


def quadratic_moment(levels, dip, h=1e-4):
    """Y by finite differences of the transition moment."""
    Y = np.zeros((3, 3, 3))
    unit = np.eye(3) * h
    for k in range(3):
        for l in range(3):
            pts = np.array([unit[k] + unit[l], unit[k] - unit[l],
                            -unit[k] + unit[l], -unit[k] - unit[l]])
            mom = transition_in_field(levels, dip, pts)[1]
            Y[:, k, l] = (mom[0] - mom[1] - mom[2] + mom[3]) / (8 * h * h)
    return Y


rng = np.random.default_rng(3)
levels4 = np.array([0.0, 0.16, 0.25, 0.33])
raw = rng.normal(size=(3, 4, 4))
dip4 = (raw + raw.transpose(0, 2, 1)) / 2
parity = np.array([1, -1, 1, -1])
dip_centro = dip4 * (parity[:, None] != parity[None, :])

worst = 0.0
for dip in (dip4, dip_centro):
    m, d, al, X = sum_over_states(levels4, dip)
    Y = quadratic_moment(levels4, dip)
    for chi in ANGLES + [0.4]:
        got = np.array(measured_coefficients(levels4, dip, chi))
        want = np.array([coef_Z(chi, m, X, Y),
                         coef_B_alpha(chi, m, al) + coef_B_moment(chi, m, d, X),
                         coef_C(chi, m, d)])
        scaled = np.abs(got - want) / (1 + np.abs(want))
        worst = max(worst, np.max(scaled))
        assert np.all(scaled < 1e-3)
m, d, al, X = sum_over_states(levels4, dip_centro)
assert np.allclose(d, 0) and np.allclose(X, 0)
B_centro = measured_coefficients(levels4, dip_centro, MAGIC)[1]
assert abs(B_centro / coef_B_alpha(MAGIC, m, al) - 1) < 1e-3
print(f"four-state models, worst |difference|/(1+|value|): {worst:.1e}")
print(f"centrosymmetric model, magic angle: B diagonalized {B_centro:.3f}, "
      f"from dalpha {coef_B_alpha(MAGIC, m, al):.3f} e^2 a0^2/Ry")

# ---------- two-state molecule: apparent polarizability change ----------
levels2 = np.array([0.0, 0.16])
dip2 = np.zeros((3, 2, 2))
dip2[:, 0, 1] = dip2[:, 1, 0] = 1.5 * m_hat
dip2[:, 0, 0] = [1.0, 0.0, 0.0]
dip2[:, 1, 1] = dip2[:, 0, 0] + dmu
m, d, al, X = sum_over_states(levels2, dip2)
gap = levels2[1] - levels2[0]
assert np.allclose(X, np.outer(d, m) / gap)
assert np.allclose(al, -4 * np.outer(m, m) / gap)
Z2, B2, C2 = measured_coefficients(levels2, dip2, MAGIC)
B2_alpha = coef_B_alpha(MAGIC, m, al)
B2_moment = 10 * (d @ d) * np.cos(ZETA) ** 2 / gap
assert abs(B2 - B2_alpha - B2_moment) < 1e-3 * abs(B2_moment)
assert abs(C2 / (5 * d @ d) - 1) < 1e-3
assert B2 * B2_alpha < 0  # the first-derivative signal has reversed sign
print(f"two-state gap: {gap:.3f} Ry; |m|: {np.linalg.norm(m):.2f} e a0; "
      f"|dmu|: {np.linalg.norm(d):.2f} e a0")
print(f"two-state B from dalpha: {B2_alpha:.3f} e^2 a0^2/Ry")
print(f"two-state B from changing moment: {B2_moment:.3f} e^2 a0^2/Ry")
print(f"two-state B diagonalized: {B2:.3f} e^2 a0^2/Ry")
print(f"two-state C diagonalized: {C2:.3f} e^2 a0^2")
print(f"two-state Z diagonalized: {Z2:.3f} (e a0/Ry)^2")
print(f"true Tr dalpha: {np.trace(al):.3f} e^2 a0^2/Ry")
print(f"apparent Tr dalpha = B/2.5: {B2/2.5:.3f} e^2 a0^2/Ry")
print("finished without a failed check")
```

Running it gives:

```
band peaks: 0.160, 0.172 Ry
peak shares: 0.7, 0.3
Gaussian sigma: 0.0040 Ry
local field F: 2.0e-04 Ry/(e a0)
|dmu|: 2.000 e a0; zeta: 30.0 deg
dalpha xx, yy, zz, xz: 60, 60, 180, 20 e^2 a0^2/Ry (m along z)
largest dipole shift / sigma: 0.100
A/A_max at 0.156, 0.160 Ry: 0.5883, 0.9992
chi 0.00 deg: B = 990.0 e^2 a0^2/Ry, C = 30.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.3885, 2nd 0.0052, sum 0.3938, direct 0.3899
  0.160 Ry, 1e3 dA/A_max: 1st 0.0094, 2nd -2.3916, sum -2.3822, direct -2.3778
chi 54.74 deg: B = 750.0 e^2 a0^2/Ry, C = 20.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.2943, 2nd 0.0035, sum 0.2978, direct 0.2956
  0.160 Ry, 1e3 dA/A_max: 1st 0.0071, 2nd -1.5944, sum -1.5873, direct -1.5847
chi 90.00 deg: B = 630.0 e^2 a0^2/Ry, C = 15.00 e^2 a0^2
  0.156 Ry, 1e3 dA/A_max: 1st 0.2472, 2nd 0.0026, sum 0.2499, direct 0.2485
  0.160 Ry, 1e3 dA/A_max: 1st 0.0060, 2nd -1.1958, sum -1.1898, direct -1.1882
magic angle, field 1.0e-04 Ry/(e a0): largest error / largest signal 0.00047
magic angle, field 2.0e-04 Ry/(e a0): largest error / largest signal 0.00188
magic angle, field 2.0e-03 Ry/(e a0): largest error / largest signal 0.19763
same error with derivatives of A instead of A/E: 0.03771
fit at magic angle: B = 747.10 e^2 a0^2/Ry, C = 19.970 e^2 a0^2
fit at chi = 0: B = 984.93 e^2 a0^2/Ry, C = 29.948 e^2 a0^2
recovered |dmu|: 1.9985 e a0 = 5.080 debye
recovered zeta: 30.02 deg
recovered Tr dalpha: 298.84 e^2 a0^2/Ry = 88.57 cubic angstrom
recovered dalpha_m: 178.89 e^2 a0^2/Ry = 53.02 cubic angstrom
four-state models, worst |difference|/(1+|value|): 1.6e-04
centrosymmetric model, magic angle: B diagonalized -185.499, from dalpha -185.499 e^2 a0^2/Ry
two-state gap: 0.160 Ry; |m|: 1.50 e a0; |dmu|: 2.00 e a0
two-state B from dalpha: -140.625 e^2 a0^2/Ry
two-state B from changing moment: 187.500 e^2 a0^2/Ry
two-state B diagonalized: 46.875 e^2 a0^2/Ry
two-state C diagonalized: 20.000 e^2 a0^2
two-state Z diagonalized: 13.021 (e a0/Ry)^2
true Tr dalpha: -56.250 e^2 a0^2/Ry
apparent Tr dalpha = B/2.5: 18.750 e^2 a0^2/Ry
finished without a failed check
```
